# Capillary bending stress in a resist wall wetted on one side

## The stress in the wall and the limits of the formula

Q: Before you bend anything, list what you are taking over.

A: The wall has width \(W\) and height \(H\). The wet space has width \(D\) and is full to the top, and the other side is dry. The liquid has surface tension \(\gamma\) and receding contact angle \(\theta\), with \(\tan\theta\ge D/H\). Per unit length of wall, the loads towards the liquid are a uniform suction \(p\) and a force \(f\) at the top:

\[
p=\frac{2\gamma\cos\theta}{D},\qquad f=\gamma\sin\theta,\qquad
M_0=\frac{pH^2}{2}+fH .
\]

\(M_0\) is their moment about the foot. The example has \(W=D=40\) nm, \(H=100\) nm, \(\gamma=72\) mN/m and \(\theta=40^\circ\), which give \(p=2.76\) MPa.

Q: Where is the wall bent most?

A: Cut it at height \(y\). The part above the cut carries the suction force \(p(H-y)\) at mean distance \((H-y)/2\) from the cut, and the force \(f\) at distance \(H-y\). The wall below must balance

\[
M(y)=\frac{p(H-y)^2}{2}+f(H-y),\qquad
\frac{dM}{dy}=-p(H-y)-f<0 .
\]

The moment falls all the way up, so it is largest at the foot, where \(M(0)=M_0\).

Q: And how does a moment become a stress?

A: Here the beam assumption enters: in a slender wall, flat cross-sections stay flat. Let \(\xi\) be the distance from the mid-plane towards the dry face. A wall that bends towards the liquid with curvature \(\kappa\) is stretched on the dry side, so the vertical strain is \(\varepsilon=\kappa\xi\). It has no uniform part, because \(p\) and \(f\) are horizontal and the net vertical force is zero.

The wall is long, so it cannot strain along its length. With Young's modulus \(E\) and Poisson ratio \(\nu\), zero strain in that direction requires a lengthwise stress \(\nu\sigma\). The vertical strain is then \((\sigma-\nu^2\sigma)/E\), where the sideways stress, of order \(p\), is neglected. Hence

\[
\sigma=E'\kappa\xi,\qquad E'=\frac{E}{1-\nu^2}.
\]

The moment of this stress is

\[
M=\int_{-W/2}^{W/2}\sigma\,\xi\,d\xi
=E'\kappa\int_{-W/2}^{W/2}\xi^2\,d\xi
=E'\kappa\,\frac{W^3}{12}.
\]

At the dry face \(\xi=W/2\). Inserting \(E'\kappa=12M/W^3\) gives

\[
\sigma_{\text{face}}=\frac{12M}{W^3}\,\frac W2=\frac{6M}{W^2}.
\]

The stiffness has dropped out. At the foot,

\[
\sigma=\frac{3pH^2}{W^2}+\frac{6fH}{W^2}
=\frac{6\gamma}{W^2}\left[\frac{H^2\cos\theta}{D}+H\sin\theta\right].
\]

This is tension at the foot of the dry face. The wetted face has compression of the same size.

Q: So the original claim is false. There is a term linear in \(H\).

A: The claim describes the first term, the stress due to capillary pressure:

\[
\sigma_p=\frac{6\gamma\cos\theta}{D}\,\frac{H^2}{W^2}.
\]

For that part it is true at fixed \(D\) and \(\theta\). For the whole stress it needs a condition. The ratio of the second term to the first is

\[
\frac{6\gamma H\sin\theta/W^2}{6\gamma H^2\cos\theta/(DW^2)}
=\frac{D\tan\theta}{H},
\]

so the claim holds to leading order when \(H\gg D\tan\theta\). Both terms are proportional to \(\gamma\) and to \(1/W^2\). It is the law in \(H\) that changes: it is quadratic for tall walls, and the linear term gains weight as the ratio grows. The condition \(\tan\theta\ge D/H\) limits the ratio to \(\tan^2\theta\), which is 0.70 at \(40^\circ\), so a nearly linear law is reached only for angles well above \(45^\circ\).

Q: Put in the numbers. I expect the correction to be small.

A: It is not small here. The top force is \(f=72\times0.643=46.3\) mN/m, and

\[
\sigma_p=3\times2.758\times\left(\frac{100}{40}\right)^2\ \mathrm{MPa}=51.7\ \mathrm{MPa},
\]

\[
\frac{6fH}{W^2}=\frac{6\times46.28\times100}{1600}\ \mathrm{MPa}=17.4\ \mathrm{MPa}.
\]

The total is 69 MPa. The contact-line term adds 34% to the pressure term, as \(0.4\times0.84\) predicts.

Q: What happens if the whole pattern is shrunk? You keep \(D\) fixed, but lines and spaces shrink together.

A: Set \(W=D=\ell\) and \(H=a\ell\), with the aspect ratio \(a\) and the angle fixed. Then

\[
\sigma=\frac{6\gamma}{\ell}\left(a^2\cos\theta+a\sin\theta\right).
\]

Halving all lengths doubles the stress. If the height is kept while \(W=D\) shrinks, the pressure term grows as \(1/\ell^3\), because the narrower space raises the suction as well. The law \(H^2/W^2\) alone would miss both facts.

Q: A wall 2.5 times as high as it is wide is hardly a slender beam. Why should I trust \(6M/W^2\)?

A: Compare it with two-dimensional elasticity in plane strain, where cross-sections are free to warp. The displacement was expanded in polynomials, with the base clamped and the top force spread over the top face as a shear traction.

Slender walls come first. At one wall width above the foot, the dry-face stress divided by the beam value is 1.01 for \(H/W=6\), under either load. For \(H/W=8\) it is 0.985 under suction and 0.989 under the top force. The test required agreement within 1.5%. These departures are almost entirely the error of the finite polynomial expansion. Away from the ends, elasticity reproduces the beam stress for the top force and lowers it by only \(p/5\) for the suction, which is 0.3% for \(H/W=6\) and 0.1% for \(H/W=8\).

For the example wall, at heights of 4, 10 and 20 nm, the two-dimensional stresses are 62, 56 and 46 MPa. The beam values at the same heights are 64, 58 and 47 MPa. The printed ratio is 0.97 at all three, but its last digit is not resolved: the two-dimensional stress lies about 2 to 4% below the beam value, and not by the same amount at each height. The test required that a larger polynomial basis change the two-dimensional stress by less than 5% at 4 nm and less than 2% at the other two heights. Beam theory is therefore good to a few percent there, even for this short wall, but the 3% difference itself is not firmly resolved.

Q: You stopped 4 nm above the foot. The maximum is supposed to be at the foot.

A: At a perfectly sharp corner the formula cannot be the local stress. The dry face carries no sideways traction beyond the gas pressure, so \(\sigma_{xx}=0\) there. On the clamped base the sideways strain vanishes, and in plane strain

\[
\varepsilon_{xx}=\frac{1+\nu}{E}\left[(1-\nu)\sigma_{xx}-\nu\sigma_{yy}\right]=0 .
\]

If the stress were continuous at the corner, both conditions would hold at that point and would give \(\sigma_{yy}=0\) for \(\nu\neq0\), not the beam value. In fact the stress is not continuous there. At a sharp clamped corner it diverges, as \(r^{-0.32}\) with the distance \(r\) for \(\nu=0.35\), and in the example it rises above 69 MPa within about 2 nm of the foot. So 69 MPa is a nominal stress: the moment at the foot, expressed as the face stress of a beam. The local peak depends on how the foot is rounded and on how the layer beneath it yields, and this model does not supply it.

Q: You also left the downward pull of the liquid surface unsettled.

A: Treat it first as a plain force \(N=\gamma\cos\theta\) on the wetted face. It acts at distance \(W/2\) from the mid-plane and bends the wall further towards the liquid. At the dry face this adds a tension \(6(NW/2)/W^2=3N/W\), while the direct compression takes away \(N/W\). What remains is

\[
\frac{2N}{W}=\frac{2\gamma\cos\theta}{W}=2.8\ \mathrm{MPa},
\]

or 4% of 69 MPa.

That is a scale, not a correction to be added, because the solid surfaces also carry tension. Suppose that these tensions equal the surface energies \(\gamma_{SL}\) on the wet face and \(\gamma_{SV}\) on the dry one. At a cut through the wall, the pull on the wetted side is then \(\gamma_{SL}+\gamma\cos\theta\). If contact-angle hysteresis is neglected, Young's relation makes this equal to \(\gamma_{SV}\), which is the pull on the dry side. The two balance and no bending is added. In a real solid, surface tension and surface energy can differ, so the sign and size of this small effect remain open.

Q: All of this is for a wall that stands still. Resist is soft. Does it not lean over and narrow the space?

A: It does, and this is the largest neglected effect that I have sized. Start with the deflection \(u\) from beam theory. Let \(I=W^3/12\), so that \(E'Iu''=M(y)\), with \(u=u'=0\) at the foot. The first integration gives

\[
E'Iu'=\frac p6\left[H^3-(H-y)^3\right]+\frac f2\left[H^2-(H-y)^2\right],
\]

and the second gives

\[
E'Iu=\frac p6\left[H^3y-\frac{H^4-(H-y)^4}{4}\right]
+\frac f2\left[H^2y-\frac{H^3-(H-y)^3}{3}\right].
\]

At the top, \(y=H\), the brackets are \(3H^4/4\) and \(2H^3/3\), so

\[
\delta=\frac{pH^4}{8E'I}+\frac{fH^3}{3E'I}.
\]

Take \(E=3\) GPa and \(\nu=0.35\). Then \(E'=3.42\) GPa, and the two terms are 1.89 and 0.85 nm, together 2.7 nm. The two-dimensional calculation gives 3.2 nm.

Q: The stress agreed to a few percent, but the deflection is off by half a nanometre. Why?

A: Beam theory leaves out shear. The horizontal force carried at height \(y\) is \(p(H-y)+f\). Divided by \(W\) and by the shear modulus \(G=E/[2(1+\nu)]=1.11\) GPa, it gives a mean shear strain. Integrated over the height, this strain moves the top by

\[
\frac{1}{GW}\left(\frac{pH^2}{2}+fH\right)=\frac{M_0}{GW}.
\]

The moment per unit length of wall is \(M_0=13.8+4.6=18.4\) nN, that is, \(18.4\times10^3\ \mathrm{MPa\,nm^2}\). The shift is \(18.4\times10^3/(1110\times40)=0.41\) nm, most of the missing 0.47 nm. The estimate is rough, since the shear is not uniform across the wall.

Q: Now let the space close and tell me what the stress becomes.

A: Take two equal walls facing each other across the wet space, each dry on its outer side. Both lean inwards by \(\delta\), and the gap at the top is \(g=D-2\delta\). If each wall is tilted there by \(\alpha\), its wetted face runs downwards and away from the gap. The liquid surface still meets that face at \(\theta\), so its angle from the vertical is \(\theta-\alpha\). The force balance on the film then gives

\[
p=\frac{2\gamma\cos(\theta-\alpha)}{g},\qquad f=\gamma\sin(\theta-\alpha).
\]

These loads set \(\delta\) and \(\alpha\), which in turn set the loads. The loop was iterated until it settled, with the two-dimensional stiffness, small deflections and the space kept full to the top. The gap ends at 32.4 nm and the tilt at \(2.6^\circ\). The suction rises to

\[
p=\frac{2\times72\times\cos37.4^\circ}{32.4}\ \mathrm{MPa}=3.5\ \mathrm{MPa},
\]

and the nominal root stress to 83 MPa, 20% above the value for rigid walls.

Q: Does that get worse in finer patterns?

A: At fixed aspect ratio, yes. With \(W=D=\ell\) and \(H=a\ell\), the suction part of the beam deflection is

\[
\frac{pH^4}{8E'I}=\frac{3pH^4}{2E'W^3}
=\frac{3}{2E'}\,\frac{2\gamma\cos\theta}{\ell}\,a^4\ell
=\frac{3\gamma\cos\theta\,a^4}{E'} .
\]

It does not depend on \(\ell\), so it takes up a growing share of a shrinking gap. The fourth power of \(a\) also shows why tall walls leave the rigid-wall regime quickly.

Q: How high may the wall be, then?

A: Assume that the resist fails when the nominal stress reaches a strength \(S\). Setting \(\sigma=S\) and multiplying by \(DW^2/(6\gamma)\) gives

\[
\cos\theta\,H^2+D\sin\theta\,H-\frac{SDW^2}{6\gamma}=0,
\]

whose positive root is

\[
H=\frac{-D\sin\theta+\sqrt{D^2\sin^2\theta+4\cos\theta\,SDW^2/(6\gamma)}}{2\cos\theta}.
\]

For an assumed \(S=60\) MPa, the last term of the quadratic is \(60\times40\times1600/432=8889\ \mathrm{nm^2}\), and \(H=92\) nm. The pressure term alone would give \(\sqrt{8889/0.766}=108\) nm. The 100 nm wall would pass on the simple claim and fail on the full formula. Since 92 nm still refers to rigid walls, feedback between leaning walls lowers it further, to about 87 nm. Strength is also not the only limit. Above some height the feedback loop has no solution and the walls pull together whatever \(S\) is. That height is roughly 117 nm here, but roughly 86 nm for \(E=1\) GPa, below the root of the quadratic.

Q: How close is any of this to a real resist?

A: The dimensions are roughly those of dense lines printed by immersion lithography and rinsed in water. The load is that of a wall between a full space and a dry one. Where the spaces on both sides are equally wide and equally full, the sideways loads cancel while the walls stand upright; for tall or soft lines this balance is unstable, and neighbouring walls lean together in pairs. The surface tension is close to that of clean water at room temperature. The contact angle, modulus and strength are rough values that vary with the resist and its processing. Of the neglected effects sized here, the leaning of the wall matters most: for these numbers, it moves the stress from 69 to 83 MPa. Both values exceed the assumed strength, so the elastic model has then reached its end, and it does not describe the yielding that follows. Softening by the rinse would increase the leaning. A compliant layer under the resist would do the same, and lines of finite length need a three-dimensional treatment. None of these three is sized here. The numerical output below lists the values behind the example.

## Computed values

```
Moment on wall, units gamma*D, wetted height 2.5 D:
 theta 20 deg: energy 6.72817, forces 6.72813
 theta 40 deg: energy 6.39478, forces 6.39475
 theta 70 deg: energy 4.48688, forces 4.48686
2D elasticity / beam theory (suction load, top force):
 H/W=6: stress at y=W 1.0107, 1.0107; deflection 1.0275, 1.0166
 H/W=8: stress at y=W 0.9853, 0.9886; deflection 1.0132, 1.0076
Width W = 40 nm, space D = 40 nm, height H = 100 nm
Surface tension = 72 mN/m
Contact angle = 40 deg
Young's modulus = 3.0 GPa, Poisson ratio = 0.35
Assumed strength = 60 MPa
Meniscus radius = 26.11 nm
Capillary suction = 2.758 MPa
Contact-line horizontal force = 46.28 mN/m
Root moment, suction = 13.789 nN (per length)
Root moment, contact line = 4.628 nN (per length)
Root stress, suction term = 51.71 MPa
Root stress, contact-line term = 17.36 MPa
Root stress, total = 69.06 MPa
Contact-line / suction term = 0.336
Safe height, suction term only = 107.7 nm
Safe height, full formula = 92.2 nm
Dry-face stress near the foot, example wall:
 y = 4 nm: 2D 62.2 MPa, beam 64.3 MPa, ratio 0.97
 y = 10 nm: 2D 55.7 MPa, beam 57.5 MPa, ratio 0.97
 y = 20 nm: 2D 45.6 MPa, beam 47.0 MPa, ratio 0.97
Top deflection, beam theory = 2.74 nm
Top deflection, 2D elasticity = 3.21 nm
With feedback: gap at top = 32.43 nm
With feedback: wall tilt = 2.63 deg
With feedback: suction = 3.529 MPa
With feedback: root stress = 82.56 MPa
Stress rise by feedback = 19.5 %
Scale of vertical line-force stress = 2.76 MPa
Hydrostatic pressure over H = 9.81e-04 Pa
```
